\section*{Wall reaction velocity from thickness decay in a plug-flow deposition channel}

\section{The problem}

A very dilute precursor flows through a long isothermal slit. Both walls consume it and grow a film. The half-gap is $H=1.0$ cm, the gas speed is $U=40$ cm/s, taken as uniform over the gap (plug flow), and the diffusivity is $D=4.0$ cm$^2$/s. The consumption is first order: the flux into the wall is $k$ times the concentration at the wall, where $k$ is the wall reaction velocity. Diffusion along the flow and reaction in the gas are neglected for now.

The film is 190.8 nm thick at $x=6$ cm from the inlet and 7.82 nm thick at $x=20$ cm. Between these points the thickness falls as $e^{-sx}$ with $s=0.22815$ cm$^{-1}$. These are synthetic data, computed from the model with a definite $k$, so the answer can be judged. Suppose that a real measurement would give $s$ to within 2\%. What is $k$, and how well is it known?

\section{A tempting solution}

Consider a slice of the half-channel of length $dx$. The flow brings in $UHc$ per unit width and time, and the wall removes $kc\,dx$. Therefore
\begin{equation}
UH\frac{dc}{dx}=-kc ,\qquad s=\frac{k}{UH},\qquad k=sUH .
\label{eq:wrong}
\end{equation}
The numbers give $k=0.22815\times40\times1.0=9.13$ cm/s. Since $k$ is proportional to $s$, a 2\% error in $s$ is a 2\% error in $k$, and the result would be $9.13\pm0.18$ cm/s.

\section{Where it fails}

The letter $c$ stands for two different quantities. The flow carries the mean concentration $\bar c(x)$ over the gap, while the wall consumes at the rate set by the wall concentration $c(x,H)$, with $y$ measured from the midplane. The correct balance is
\begin{equation}
UH\frac{d\bar c}{dx}=-k\,c(x,H),\qquad\text{so}\qquad
sUH=k\,\frac{c(x,H)}{\bar c(x)}
\label{eq:balance}
\end{equation}
once both concentrations decay as $e^{-sx}$. A fast wall depletes the gas next to it, and the ratio on the right drops below one. To find $k$ we need the concentration profile across the gap.

\section{The decay rate}

The steady transport equation and its boundary conditions are
\begin{equation}
U\frac{\partial c}{\partial x}=D\frac{\partial^2c}{\partial y^2},\qquad
\frac{\partial c}{\partial y}\Big|_{y=0}=0,\qquad
-D\frac{\partial c}{\partial y}\Big|_{y=H}=k\,c(x,H).
\end{equation}
The midplane condition expresses the symmetry of the two walls. The minus sign at the wall makes the flux towards $+y$ positive. Try $c=\cos(\beta y/H)\,e^{-sx}$, which satisfies the midplane condition. The transport equation gives $-Us=-D\beta^2/H^2$, and the wall condition gives $(D\beta/H)\sin\beta=k\cos\beta$. Hence
\begin{equation}
s=\frac{D\beta^2}{UH^2},\qquad
\beta\tan\beta=\mathrm{Da},\qquad \mathrm{Da}=\frac{kH}{D}.
\label{eq:root}
\end{equation}

On $(0,\pi/2)$ the derivative of $\beta\tan\beta$, which is $\tan\beta+\beta/\cos^2\beta$, is positive, and the function rises from 0 to infinity. Each positive $k$ therefore has one root there. This is the smallest root, $\beta_1$; the next one, $\beta_2$, lies above $\pi$.

For a uniform inlet concentration $c_0$, projection on the modes gives the wall concentration
\begin{equation}
\frac{c(x,H)}{c_0}=\sum_n
\frac{2\sin\beta_n\cos\beta_n}{\beta_n+\sin\beta_n\cos\beta_n}
\,e^{-s_nx}.
\end{equation}
Every coefficient is positive, because $\sin\beta_n\cos\beta_n=\tan\beta_n\cos^2\beta_n$ and $\tan\beta_n=\mathrm{Da}/\beta_n>0$. The local slope of $\ln c(x,H)$ is thus a weighted mean of the $s_n$, and it is steeper than $s_1$ near the inlet. Since $\beta_2^2-\beta_1^2>3\pi^2/4$ and $D/(UH^2)=0.1$ cm$^{-1}$, the exponential of the second mode relative to the first has fallen below $e^{-4.4}\approx0.012$ at 6 cm, whatever $k$ is. This bound is loose. At the $k$ found below, $\beta_2=4.53$, the first two coefficients are nearly equal, and the ratio of the exponentials at 6 cm is about $2\times10^{-5}$. The slope there exceeds $s_1$ by less than 0.02\%, and by still less further on.

The thickness at a fixed deposition time is proportional to $k\,c(x,H)$ and has the same slope. The inversion is
\begin{equation}
\beta=H\sqrt{\frac{sU}{D}},\qquad k=\frac{D}{H}\,\beta\tan\beta .
\label{eq:invert}
\end{equation}
For the data, $\beta^2=0.22815\times40/4.0=2.2815$ and $\beta=1.51045$. This is 0.0603 below $\pi/2$, so $\tan\beta=16.55$, $\mathrm{Da}=25.0$ and
\begin{equation}
k=4.0\times25.0=100\ \text{cm/s}=1.0\ \text{m/s}.
\end{equation}
This is the value from which the data were made. The tempting answer was low by a factor of 11. Equation \eqref{eq:balance} accounts for the factor: the mean of $\cos(\beta y/H)$ over the gap is $\sin\beta/\beta$, so $c(x,H)/\bar c=\beta/\tan\beta=\beta^2/\mathrm{Da}=0.091$.

\section{The error of $k$}

Take logarithms in \eqref{eq:invert}:
\begin{align}
\ln k&=\ln D-\ln H+\ln\beta+\ln\tan\beta,\\
\ln\beta&=\ln H+\tfrac12(\ln s+\ln U-\ln D).
\end{align}
The derivative of $\ln\tan\beta$ with respect to $\ln\beta$ is $\beta/(\sin\beta\cos\beta)$. The relative error of $k$ per relative error of $s$ is therefore
\begin{equation}
A=\frac{\partial\ln k}{\partial\ln s}
=\frac12\left(1+\frac{\beta}{\sin\beta\cos\beta}\right)
=\frac12\left(1+\mathrm{Da}+\frac{\beta^2}{\mathrm{Da}}\right).
\label{eq:A}
\end{equation}
The last form follows from $1/(\sin\beta\cos\beta)=(1+\tan^2\beta)/\tan\beta$ with $\tan\beta=\mathrm{Da}/\beta$. The other inputs enter through the same $\beta$ and through the prefactor $D/H$:
\begin{equation}
\frac{\partial\ln k}{\partial\ln U}=A,\qquad
\frac{\partial\ln k}{\partial\ln D}=1-A,\qquad
\frac{\partial\ln k}{\partial\ln H}=2A-1 .
\end{equation}

Here $A=\tfrac12(1+25+0.091)=13.05$, and to first order a 2\% error in $s$ becomes 26\% in $k$. Direct inversion of the shifted slopes gives 79 and 135 cm/s. The interval is lopsided because $k$ rises ever more steeply with $s$. The gain for the diffusivity, $1-A=-12.05$, is nearly as large in size: with $D$ taken 5\% too high the same slope gives 64 cm/s, and with $D$ taken 5\% too low it gives 279 cm/s.

\subsection*{Slow wall}

For small Da, $\beta\tan\beta\approx\beta^2+\beta^4/3$, so $\beta^2\approx\mathrm{Da}-\mathrm{Da}^2/3$. To this order
\begin{equation}
\frac{1}{sUH}=\frac{H}{D\beta^2}\approx\frac1k+\frac{H}{3D}.
\end{equation}
The wall and the gas act as two resistances in series. When the first dominates, \eqref{eq:wrong} holds, $A\to1$, and $D$ drops out. For $k=2$ cm/s in the same channel, $\mathrm{Da}=0.5$ and $A=1.18$, so the inversion is benign. Equation \eqref{eq:wrong} would still give $0.04268\times40=1.71$ cm/s, which is 15\% low.

\subsection*{Fast wall}

Put $\beta=\pi/2-\delta$. Then $\sin\beta\cos\beta=\tfrac12\sin2\delta$, and
\begin{equation}
A=\frac12\left(1+\frac{\pi-2\delta}{\sin2\delta}\right)
=\frac12\left(1+\frac{\pi}{2\delta}-1\right)+O(\delta)
=\frac{\pi}{4\,(\pi/2-\beta)}+O(\delta).
\end{equation}
The error gain diverges at $\beta=\pi/2$. At $\mathrm{Da}=1000$ a finite-difference derivative of \eqref{eq:invert} gives $A=500.5$, and the leading term gives the same.

As $k\to\infty$ the slope approaches a ceiling,
\begin{equation}
s_{\max}=\frac{\pi^2D}{4UH^2}=0.24674\ \text{cm}^{-1}.
\end{equation}
At or above it no finite positive $k$ gives the measured slope as that of the slowest mode. (Far above it, where $\beta>\pi$, \eqref{eq:invert} can return a positive number again, but that root belongs to a higher mode.) For our data the ceiling is 8.1\% above the slope. A fit made too near the inlet can cross it: the same synthetic film, fitted from 1 to 5 cm, has a slope of 0.260 cm$^{-1}$.

What survives near the ceiling is the wall resistance $1/k$. From \eqref{eq:A},
\begin{equation}
d\!\left(\frac1k\right)=-\frac1k\,A\,d\ln s
=-\frac HD\,\frac{A}{\mathrm{Da}}\,d\ln s,\qquad
\frac{A}{\mathrm{Da}}\to\frac12\quad(\mathrm{Da}\to\infty).
\end{equation}
Its absolute error stays finite while $1/k$ itself goes to zero. Such data therefore bound $k$ from below. A slope measured at the ceiling to within 2\%, with $U$, $D$ and $H$ known, says that $k$ exceeds about 390 cm/s.

\section{Why the slope stops sensing the wall}

The cause is not special to plug flow. Let $\eta=y/H$, let the speed be $Uw(\eta)$ with $w$ of mean one, and write $\mu=sUH^2/D$. The slowest mode obeys
\begin{equation}
\phi''+\mu w\phi=0,\qquad \phi'(0)=0,\qquad \phi'(1)=-\mathrm{Da}\,\phi(1).
\end{equation}
Differentiate with respect to Da (marked by a dot), multiply by $\phi$, integrate, and replace $\mu w\phi$ by $-\phi''$:
\begin{equation}
-\dot\mu\int_0^1w\phi^2d\eta
=\int_0^1(\phi\dot\phi''-\dot\phi\phi'')\,d\eta
=\bigl[\phi\dot\phi'-\dot\phi\phi'\bigr]_{\eta=1}.
\end{equation}
The terms at $\eta=0$ vanish. At the wall $\dot\phi'=-\phi-\mathrm{Da}\,\dot\phi$, the terms with $\dot\phi$ cancel, and $-\phi(1)^2$ remains:
\begin{equation}
\frac{d\mu}{d\mathrm{Da}}=\frac{\phi(1)^2}{\int_0^1w\phi^2\,d\eta}.
\end{equation}
The slope senses $k$ through the precursor present at the wall. A fast wall leaves little there: $\phi(1)=-\phi'(1)/\mathrm{Da}$, with $\phi'(1)$ tending to a finite value. Hence $d\mu/d\mathrm{Da}$ falls as $1/\mathrm{Da}^2$, and $A=\mu/(\mathrm{Da}\,d\mu/d\mathrm{Da})$ grows in proportion to Da. Diffusion across the gap then limits the deposition, and the film records $D$ instead of $k$.

\section{Against a real reactor}

The parameters are rough values for silicon deposited from silane, at a mole fraction of $10^{-4}$ in hydrogen, in a hot-wall channel at 900 K and 760 Torr. That pressure is far above the roughly 1 Torr or less usual in hot-wall polysilicon furnaces. The value $k=100$ cm/s, a reaction probability of about $5\times10^{-3}$ per collision, is assumed and is not measured silane kinetics. Of the four departures from the model considered here, at the sizes assumed, the one from plug flow does most harm at $k=100$ cm/s. Developed laminar flow is parabolic, and its slope for $k=100$ cm/s, read through \eqref{eq:invert}, gives 21 cm/s. For $k=2$ cm/s the same misreading gives 1.86 cm/s. The parabolic ceiling is $\mu=1.885$ instead of $\pi^2/4=2.467$, so even a perfectly absorbing wall would be read as a finite $k$ of about 27 cm/s, and the slope alone would give no warning. Such data need the parabolic eigenvalue. This removes the bias due to the flow profile but not the ill-conditioning: at $\mathrm{Da}=25$ the parabolic gain is 15.4.

Three other effects, smaller at the sizes assumed here, can be estimated within plug flow.
\begin{itemize}
\item Diffusion along the flow adds $D\,\partial^2c/\partial x^2$ to the right of the transport equation. The same trial solution gives $\beta^2=H^2(sU/D+s^2)$. The extra term is about 2\% of the first, yet ignoring it turns 100 cm/s into 78 cm/s.
\item First-order loss in the gas at a rate $g$ adds $g/U$ to $s$. A rate of 0.09 s$^{-1}$ raises $s$ by 1\% and the inferred $k$ by 13\% to first order, or about 15\% by direct inversion. This rate is only an illustration: 0.5 s$^{-1}$ would turn 100 cm/s into about 320 cm/s, and at 0.74 s$^{-1}$ the slope reaches the ceiling.
\item A wall-temperature rise of 0.1 K/cm, with an assumed activation energy of 1.6 eV, makes $k$ grow as $e^{ax}$ with $a=0.0023$ cm$^{-1}$. If the profile follows the local $k$, the flux is $(D\beta^2/H)\,\bar c$. Its prefactor varies as $k^{1/A}$ locally, so the slope drops by $a/A$ and $\ln k$ shifts by $A\,(-a/A)/s=-a/s$. The gain cancels. For $k=2$ cm/s this rule gives $-5.4\%$, and marching the transport equation with variable $k$ gives $-5.3\%$. For $k=100$ cm/s the rule gives $-1.0\%$ and the marched error is $-0.8\%$. The profile does not follow the local $k$ exactly, and this correction is also of first order in $a$, so at large Da the rule gives only the size of the error. These figures keep $D$ and $U$ fixed; if the gas warms with the wall at constant pressure and mass flow, and $D$ grows as $T^{1.7}$, the last one becomes about $-1.2\%$.
\end{itemize}

Equation \eqref{eq:A} also shows a remedy, which is to reduce Da. Lower the pressure 25-fold, to 30 Torr, holding temperature, gap and mass flow fixed. Both $D$ and $U$ then rise 25-fold, to 100 cm$^2$/s and 1000 cm/s, and $UH/D$ stays at 10. If $k$ does not depend on pressure, the wall with $k=100$ cm/s now has $\mathrm{Da}=1.0$ and $A=1.37$, and a 2\% error in the slope costs 2.7\% in $k$. The slope itself falls to 0.074 cm$^{-1}$, however, so the same relative thickness errors over the same length give a relative slope error about three times larger and cost about 8\% in $k$. That is still well below the 26\% found at 760 Torr. Lowering Da further does not keep paying, because the slope shrinks while $A$ cannot fall below one. By the same accounting the error is smallest, about 7\%, near $\mathrm{Da}=2$, and it rises to 18\% at $\mathrm{Da}=0.3$ and to 49\% at $\mathrm{Da}=0.1$. The flow profile still matters at $\mathrm{Da}=1$: parabolic flow read through \eqref{eq:invert} gives 87 instead of 100 cm/s.

\section*{Computed results}
\begin{verbatim}
Three values in a row belong to the three wall velocities
half-gap H: 1.0 cm; speed U: 40 cm/s; D: 4.0 cm^2/s
temperature: 900 K; pressure: 760 Torr
silane mole fraction: 1e-04; time: 10 min
inlet silane density: 8.154e+14 cm^-3
film atomic density (rough): 5.0e+22 cm^-3
Peclet number UH/D: 10.0
wall velocity k (cm/s): 2, 20, 100
reaction probability 4k/vbar: 1.04e-04, 1.04e-03, 5.19e-03
Da = kH/D: 0.50, 5.00, 25.00
beta (rad): 0.65327, 1.31384, 1.51045
beta^2: 0.4268, 1.7262, 2.2815
slope s (1/cm): 0.04268, 0.17262, 0.22815
decay length 1/s (cm): 23.43, 5.79, 4.38
ceiling slope s_max: 0.24674 1/cm
room below ceiling s_max/s-1 (%): 478.2, 42.9, 8.1
thickness at x=6 cm (nm): 128.8, 219.0, 190.8
thickness at x=20 cm (nm): 70.83, 19.54, 7.82
fitted slope, 6-20 cm (1/cm): 0.04268, 0.17262, 0.22815
k recovered from fit (cm/s): 2.000, 20.001, 99.996
fitted slope, 1-5 cm, third case: 0.26030 1/cm
error gain A = dlnk/dlns: 1.177, 3.173, 13.046
dlnk/dlnD = 1-A: -0.177, -2.173, -12.046
dlnk/dlnH = 2A-1: 1.354, 5.345, 25.091
A/Da (error of 1/k in H/D): 2.354, 0.635, 0.522
k if slope 2% low (cm/s): 1.95, 18.79, 79.04
k if slope 2% high (cm/s): 2.05, 21.33, 134.56
k if D taken 5% low (cm/s): 2.02, 22.61, 278.97
k if D taken 5% high (cm/s): 1.98, 18.14, 63.79
k for slope 2% below ceiling: 394 cm/s
A at Da=1000, finite difference: 500.5
pi/(4(pi/2-beta)) at Da=1000: 500.5
parabolic flow: mu: 0.4009, 1.3939, 1.7633
parabolic flow: mu for infinite k: 1.8852
plug flow: mu for infinite k: 2.4674
parabolic flow read as plug: k (cm/s): 1.86, 11.48, 21.44
parabolic flow: its own gain A: 1.251, 3.764, 15.373
mesh 400 to 800, relative shift of mu: 4.7e-07
axial diffusion ignored: k (cm/s): 1.99, 18.98, 77.53
activation energy (assumed): 1.6 eV
wall-temperature drift: 0.1 K/cm
resulting growth rate of k: 0.00229 1/cm
drift ignored: error of k (%): -5.3, -1.2, -0.8
drift rule -a/s, first case: -5.4 %
gas loss rate raising s by 1% (1/s): 0.0171, 0.0690, 0.0913
reduced pressure: 30.4 Torr
D and U there: 100 cm^2/s, 1000 cm/s
third case there: Da = 1.00, A = 1.370
\end{verbatim}
